Bethe's rule for hydrogen from the harmonics of the Kepler orbit

**Q.** My decay schemes for hydrogen follow Bethe's rule: n and l tend to change in the same direction. The selection rule allows Δl = +1 and Δl = −1 equally. Where in the rate does the preference enter?

**A.** Take spinless non-relativistic hydrogen, a fixed nucleus, the electric dipole approximation and Hartree units, so c = 1/α. The squared vacuum field per mode is 2πw/V for photon energy w, and the mode density is V w²α³ dΩ/(2π)³. With **d** = ⟨f|**r**|i⟩ the golden rule gives

A = 2π · 2πw · w²α³/(2π)³ ∫dΩ Σ|ε·**d**|² = (4/3)α³w³|**d**|²,

because the two polarizations sum to |**d**|² − |k̂·**d**|², whose integral over photon directions k̂ is 4π(1 − 1/3)|**d**|². The sum over final m' does not depend on m, so average over m and use the addition theorem twice:

g = Σ_m' |⟨l'm'|r̂|lm⟩|² = [(2l'+1)/2] ∫ x P_l P_l' dx = l_>/(2l+1),

from xP_l = [(l+1)P_{l+1} + lP_{l−1}]/(2l+1) and ∫P_l'² dx = 2/(2l'+1), with l_> = max(l,l'). Hence

A = (4/3)α³w³ g R², f = (2/3)ΔE g R², R = ∫u_nl r u_n'l' dr,

where f is the oscillator strength, ΔE = E' − E, and u > 0 near r = 0. Within one final shell w is common, and g always favours l+1. A preference that follows the sign of Δn can only sit in R.

**Q.** What has a radial integral to do with an orbit?

**A.** In the WKB approximation with L = l + ½,

u ≈ N p^(−1/2) cos(S − π/4), S = ∫ p dr from the inner turning point, p² = 2E + 2/r − L²/r².

Since p = dr/dt and cos² averages to ½ over the half period T/2, normalization gives N²T/4 = 1. In uu' the product of cosines is ½cos(S' − S) plus a term that oscillates with S + S'. Away from the turning points it is rapid and averages out. Near them it is slow, but there the WKB form itself fails and an Airy function replaces it. Since ∫Ai² dx from −X to ∞ is X Ai(−X)² + Ai'(−X)² → √X/π, exactly the integral of the averaged square 1/(2π√x) from 0 to X, the turning points add nothing at leading order. The term is therefore dropped, here as in the normalization. Differentiate S; the turning point contributes nothing because p vanishes there:

∂S/∂E = ∫dr/p = t, ∂S/∂L = −∫L dr/(r²p) = −θ,

with time t and polar angle θ counted from pericentre. So S' − S ≈ ΔE t − Δl θ. Put k = n' − n and ΔE = kω, with ω = 2π/T. The orbit is symmetric under (t,θ) → (−t,−θ), so

R ≈ (4/T)(½)∫₀^{T/2} r cos(kωt − Δl θ) dt = (1/T)∮ r cos(kωt − Δl θ) dt.

Now expand the motion in its plane, x + iy = r e^{iθ} = Σ c_k e^{ikωt}. The same symmetry removes the sine part, so c_k = (1/T)∮ r cos(kωt − θ) dt. For Δl = +1 this is R; for Δl = −1 the cosine is cos(−kωt − θ), which gives c_−k. Thus

R ≈ c_{kΔl}.

Equal signs of Δn and Δl select a harmonic rotating with the electron, opposite signs one rotating against it.

**Q.** The two states have different orbits. Which one do I use?

**A.** The one midway, where S' − S has no second-order term. The mean of l + ½ and l' + ½ is L = l_>. For an effective quantum number n_c, ω = n_c^(−3) and the semi-major axis is a = n_c². Matching kω to ΔE = k(n+n')/(2n²n'²), and using L² = a(1 − e²),

n_c³ = 2n²n'²/(n+n'), η ≡ √(1 − e²) = L/n_c.

At fixed k and fixed L/n, so that both states gain radial nodes as n grows, the error relative to the exact R is then expected to fall as n^(−2). The numerical check tests this at L = n/2: for k = 1, counter-rotating, the error is 3.8×10⁻³, 1.0×10⁻³, 2.7×10⁻⁴ at n = 10, 20, 40. For nearly circular levels the number of radial nodes stays small and the error need not fall at all: for l = n − 1, k = 1, counter-rotating, it is 4.9 %, 5.6 %, 6.0 % at n = 4, 20, 160.

**Q.** And why should the co-rotating harmonic be the larger?

**A.** With eccentric anomaly ψ, x + iy = a(cos ψ − e) + iaη sin ψ and M = ωt = ψ − e sin ψ. For k = 0, averaging with dM = (1 − e cos ψ)dψ gives c₀ = a(−e − e/2) = −(3/2)n√(n² − l_>²), which the check finds equal to the exact R(nl, n l−1) for n < 10. For k > 0 integrate by parts:

c_k = (1/2πik)∮ e^{−ikM} d(x + iy),

d(x + iy) = a(−sin ψ + iη cos ψ)dψ = (ia/2)[(1+η)e^{iψ} − (1−η)e^{−iψ}]dψ.

Bessel's integral J_q(s) = (1/2π)∮ e^{−i(qψ − s sin ψ)}dψ with s = ke and q = k ∓ 1 gives c_k. Replacing η by −η conjugates x + iy and so exchanges c_k with c_−k. With J_{k−1} − J_{k+1} = 2J_k' and J_{k−1} + J_{k+1} = 2kJ_k/s = 2J_k/e,

c_±k = (a/2k)[(1±η)J_{k−1} − (1∓η)J_{k+1}] = (a/k)[J_k' ± (η/e)J_k],

c_k² − c_−k² = 4a²η J_k J_k'/(e k²).

Bessel's equation reads (sJ')' = (k²/s − s)J. Near s = 0, J ∝ s^k, so J and J' are positive. While J > 0 and s < k, sJ' increases and stays positive; then J increases and cannot reach zero. Since ke < k, both factors are positive, and c_k > |c_−k| for every k ≥ 1 and 0 < e < 1. Each harmonic pair traces an ellipse, x ∝ J_k' cos kωt, y ∝ (η/e)J_k sin kωt, in the sense of the orbit. For a model orbit with e = 0.7, c₁ = 0.74685a and c_−1 = 0.07556a; the squared ratios are 97.7, 179.0, 279.1 for k = 1, 2, 3. A Fourier transform of the integrated Newton equations confirms the formula.

**Q.** When is the preference strong, and when does it vanish?

**A.** For small e, J_{k+1}/J_{k−1} ≈ (ke)²/[4k(k+1)], 1 − η ≈ e²/2 and 1 + η ≈ 2, so

c_−k/c_k ≈ ½[e²/2 − ke²/(2(k+1))] = e²/[4(k+1)].

A circular orbit has no counter-rotating part. For large k, y = J'/J obeys y' + y² + y/s = k²/s² − 1 = η²/e², with d/ds = (1/k)d/de. Leading order is y₀ = η/e, with dy₀/de = −1/(ηe²). At order 1/k, 2y₀y₁ = 1/(kηe²) − η/(ke²) = 1/(kη), so for kη³ ≫ 1

c_−k/c_k = (y − y₀)/(y + y₀) ≈ y₁/(2y₀) = e²/(4kη³).

For small η, e → 1 up to order η², and ln[(1+b)/(1−b)] ≈ 2b gives

ln(c_k/c_−k) ≈ 2η J_k(k)/J_k'(k).

A straight-line orbit has no sense of rotation and no preference. For k = 1 the coefficient of η is 2.7068; the law gives 0.06684 for ln[R(40s,41p)/R(40p,41s)], against the exact 0.06685.

**Q.** Does anything survive without WKB?

**A.** A sum rule. Classically L = Im[(x − iy)d(x + iy)/dt] is constant, and its time average is ωΣk(c_k² − c_−k²): the excess of co-rotation is the angular momentum. In quantum mechanics, completeness of the l' states, continuum included, gives Σ ΔE R² = ⟨ru|H_l' − E|ru⟩ for the radial Hamiltonian H_l' = H_l + [l'(l'+1) − l(l+1)]/(2r²). Because (H_l − E)(ru) = [H_l, r]u = −u', the first part is −∫r u u' dr = ½. The centrifugal part is l + 1 or −l:

Σ ΔE R² = l + 3/2 (l' = l+1), Σ ΔE R² = −(l − ½) (l' = l−1).

For any local central potential the l+1 channel is net upward and the l−1 channel net downward. This constrains the weighted sum, not single lines.

**Q.** Put in numbers for the decay of 4p, 4d and 4f.

**A.** For 4 → 3, n_c³ = 2·16·9/7 and n_c = 3.4522. For 4p–3s, L = 1 and e = √(1 − 1/3.4522²) = 0.9571; for 4p–3d, L = 2 and e = 0.8151. Exact and classical R in bohr:

4p–3s (co): 5.4693, 5.5745
4p–3d (counter): 1.3023, 1.3681
4d–3p (co): 7.5654, 7.7148
4f–3d (co): 10.2303, 10.4425

The lines 4d–3p and 4p–3d share n_c and L, so they are c₁ and c_−1 of one orbit. From 4p, (5.4693/1.3023)² = 17.64 (classical 16.60), and the weights 1/3 and 2/3 halve this to a rate ratio of 8.82. With w = 0.024306,

A(4p→3s) = (4/3)(7.29735×10⁻³)³(0.024306)³(1/3)(5.4693)² = 7.418×10⁻¹¹,

and division by 2.418884×10⁻¹⁷ s gives 3.07×10⁶ s⁻¹, against 3.48×10⁵ s⁻¹ to 3d. Adding 1s and 2s, the 4p lifetime is 5.0843×10⁸ atomic units (12.3 ns), and the 3d branch is 8.4111×10⁻¹² × 5.0843×10⁸ = 0.428 %. That small branch is not all Bethe's rule: the largest rate, 1.6503×10⁻⁹ to 1s, has a small R of 0.3046 and a large w of 0.468750.

For 4d and 4f the question as posed is empty in emission. Shells n' ≤ 3 hold no f or g level, so 4d decays only to 2p and 3p (36.1 ns) and 4f only to 3d (72.5 ns).

**Q.** Then how do I see the rule for 4d and 4f?

**A.** In absorption. To n' = 5, ΔE = 0.011250 and, for example, f(4p→5d) = (2/3)(0.011250)(2/3)(11.0389)² = 0.6093. The entries are f(l+1), f(l−1), and the ratio of R², exact and classical:

4p→5d, 5s: 0.6093, 0.0529; 5.76, 5.74
4d→5f, 5p: 0.8903, 0.0278; 21.33, 21.03
4f→5g, 5d: 1.3458, 0.0089; 113.8, 106.0

The ratio grows with l as the orbits become rounder: e falls from 0.8940 to 0.4435 in the co-rotating channel. Here g helps the rule, by (l+1)/l, and the f ratios are 11.5, 32.0, 151.7. Summed over all higher levels and the continuum they are 12.0, 31.8, 137.0. For 4f nothing lies below in the g channel, so the sum rule fixes the upward total: (2/3)(4/7)(4.5) = 1.71429, as computed.

To n' = 6 the 4f ratio of R² drops to 86.4, although on the fixed model orbit the ratio rose with k. That rise does not carry over, because this ratio does not compare two harmonics of one orbit: it compares c_k on the L = 4 orbit with c_−k on the L = 3 orbit, and both orbits also change with n' through n_c. The classical formula follows the drop and overshoots it, at 68.9.

**Q.** How far can I trust this, and where does the rule fail?

**A.** First, accuracy. The thirteen classical integrals from these levels to n' = 1, 2, 3 and 5 all lie above the exact ones, but this is no general rule: for 4f–6g the classical value is 1.6 % too low. The ten with |Δn| = 1 lie within 8 % of the exact values. The largest relative error of the thirteen is that of 4p–1s, 0.3774 against 0.3046, where |Δn| = 3 exceeds n_c = 1.8566 and the two orbits, with semi-major axes 16 and 1, are far too different for one orbit midway to represent both well.

Second, scope. The inequality c_k > |c_−k| compares two harmonics of one orbit, whereas the two channels of a given level have L = l and L = l + 1. For those I have no proof, only an exact scan: the rule for |R| holds in all 385 two-channel cases with n, n' ≤ 12.

Third, rates. In emission g opposes the rule:

A(np→(n−1)s)/A(np→(n−1)d) = R_s²/(2R_d²).

To first order in η, with β = J₁(1)/[J₁'(1) n_c] = (2.7068/2)/n_c, R_s ∝ 1 + β (L = 1, co-rotating) and R_d ∝ 1 − 2β (L = 2, counter-rotating). As n → ∞ the rate ratio tends to ½. To this order it equals 1 when 1 + β = √2(1 − 2β), that is β = (√2 − 1)/(1 + 2√2) = 0.108 and n_c = 12.5, or n ≈ 13 since n_c ≈ n − ½. The exact ratio is 1.0383 at n = 12, 0.9771 at n = 13 and 0.6605 at n = 30. From 13p up, the adjacent shell is fed more through d than through s. Summed over all lower shells, 13p still decays to s levels 50.1 times faster than to d levels.

The degenerate hydrogen shells and the closed Kepler orbit behind c_±k require the pure Coulomb potential. With a quantum defect that varies with l, ΔE depends on Δl and the orbit precesses, so the coefficients c_±k no longer apply, while the sum rule does, provided the potential is local and the same for l and l'.

Numbers as computed

```
alpha = 7.297352564e-03; atomic unit of time = 2.418884e-17 s
model orbit e = 0.7, eta = 0.71414, c_0 = -1.0500 a
 k=1: c_k = 0.74685 a, c_-k = 0.07556 a, ratio^2 = 97.7
 k=2: c_k = 0.22864 a, c_-k = 0.01709 a, ratio^2 = 179.0
 k=3: c_k = 0.10510 a, c_-k = 0.00629 a, ratio^2 = 279.1
 sum k(c_k^2 - c_-k^2) = 0.71414 a^2
2J1(1)/J1'(1) = 2.7068; ln[R(40s,41p)/R(40p,41s)] = 0.06685, small-eta law 0.06684
rel. error k=1 co, n=10,20,40: 2.13e-03 5.58e-04 1.43e-04
rel. error k=1 counter, n=10,20,40: 3.78e-03 1.02e-03 2.65e-04
rel. error k=2 co, n=10,20,40: 5.05e-03 1.34e-03 3.45e-04
rel. error k=2 counter, n=10,20,40: 1.02e-02 2.93e-03 7.91e-04
rule for |R| holds in all 385 two-channel cases with n,n' <= 12
transition: nc, L, e, R exact, R classical (bohr)
 4p-1s: 1.8566 1 0.8426 0.3046 0.3774
 4p-2s: 2.7734 1 0.9327 1.2823 1.3889
 4p-3s: 3.4522 1 0.9571 5.4693 5.5745
 4p-3d: 3.4522 2 0.8151 1.3023 1.3681
 4p-5s: 4.4629 1 0.9746 4.6003 4.6624
 4p-5d: 4.4629 2 0.8940 11.0389 11.1677
 4d-2p: 2.7734 2 0.6928 1.7097 1.7587
 4d-3p: 3.4522 2 0.8151 7.5654 7.7148
 4d-5p: 4.4629 2 0.8940 3.0453 3.1043
 4d-5f: 4.4629 3 0.7404 14.0653 14.2344
 4f-3d: 3.4522 3 0.4948 10.2303 10.4425
 4f-5d: 4.4629 3 0.7404 1.6613 1.7423
 4f-5g: 4.4629 4 0.4435 17.7206 17.9423
emission: w (hartree), A (a.u.), A (1/s)
 4p->1s: 0.468750 1.6503e-09 6.8224e+07
 4p->2s: 0.093750 2.3399e-10 9.6733e+06
 4p->3s: 0.024306 7.4182e-11 3.0668e+06
 4p->3d: 0.024306 8.4111e-12 3.4773e+05
 lifetime 4p = 5.0843e+08 a.u. = 12.298 ns
 4d->2p: 0.093750 4.9917e-10 2.0636e+07
 4d->3p: 0.024306 1.7032e-10 7.0414e+06
 lifetime 4d = 1.4937e+09 a.u. = 36.130 ns
 4f->3d: 0.024306 3.3370e-10 1.3795e+07
 lifetime 4f = 2.9967e+09 a.u. = 72.488 ns
4p: R^2 3s/3d = 17.64 (classical 16.60), A 3s/3d = 8.820, 3d branch = 0.428 %
absorption: dE (hartree), f(l+1), f(l-1), f ratio, R^2 ratio exact, classical
 4p->n'=5: 0.011250 0.60929 0.05291 11.5 5.76 5.74
 4p->n'=6: 0.017361 0.14846 0.01234 12.0 6.02 5.92
 4d->n'=5: 0.011250 0.89025 0.02782 32.0 21.33 21.03
 4d->n'=6: 0.017361 0.18615 0.00584 31.9 21.26 20.10
 4f->n'=5: 0.011250 1.34580 0.00887 151.7 113.78 106.04
 4f->n'=6: 0.017361 0.18235 0.00158 115.2 86.40 68.91
sum dE R^2 (l+1, l-1; a.u.); total upward f incl. continuum (l+1, l-1, ratio)
 4p: 2.5000 -0.5000; 1.12943 0.09438 12.0
 4d: 3.5000 -1.5000; 1.40000 0.04405 31.8
 4f: 4.5000 -2.5000; 1.71429 0.01251 137.0
A(np->(n-1)s)/A(np->(n-1)d) < 1 first at n = 13 (classical 13)
 ratio n=12: 1.0383, n=13: 0.9771, n=30: 0.6605
 13p total rate to s / total rate to d = 50.1
```
